# Image charge above a uniaxial crystal with surface-normal optic axis

## What symmetry fixes

A point charge $q$ is held in vacuum at height $d$ above a crystal filling $z<0$. The crystal is uniaxial with its optic axis along the surface normal. Its relative permittivity is $\varepsilon_t$ in the surface plane and $\varepsilon_n$ along $z$. Both are positive, and the response is static, linear and local. SI units are used, $\rho$ is the in-plane distance from the charge axis, and the potential vanishes at infinity.

The half-space has no length of its own, so $d$ is the only length in the problem. The energy of the charge due to the crystal is quadratic in $q$ by linearity. It must therefore have the form

$$U=-\frac{q^2}{16\pi\varepsilon_0 d}\,F(\varepsilon_t,\varepsilon_n),$$

where the factor 16 is chosen so that $F=1$ for a metal, as derived below.

A scaling symmetry reduces the two arguments of $F$ to one. In the crystal,

$$\varepsilon_t\nabla_t^2\phi+\varepsilon_n\partial_z^2\phi=0, \qquad (1)$$

where $\nabla_t^2$ is the in-plane Laplacian. At $z=0$ both $\phi$ and $\varepsilon_n\partial_z\phi$ must join their vacuum counterparts $\phi$ and $\partial_z\phi$. Stretch the depth inside the crystal by setting $z'=\lambda z$, with $\lambda>0$. Then $\partial_z=\lambda\partial_{z'}$, and dividing (1) by $\lambda$ gives

$$\frac{\varepsilon_t}{\lambda}\nabla_t^2\phi+\lambda\varepsilon_n\partial_{z'}^2\phi=0,\qquad \varepsilon_n\partial_z\phi=\lambda\varepsilon_n\,\partial_{z'}\phi .$$

This is the same problem for a crystal with permittivities $\varepsilon_t/\lambda$ and $\lambda\varepsilon_n$. The half-space maps onto itself and the vacuum is untouched. Hence $F$ depends on the product $\varepsilon_t\varepsilon_n$ alone. The choice

$$\lambda=\gamma\equiv\sqrt{\varepsilon_t/\varepsilon_n}$$

makes both new permittivities equal to the geometric mean

$$g\equiv\sqrt{\varepsilon_t\varepsilon_n}.$$

Seen from the vacuum, the crystal is an isotropic one of permittivity $g$. Seen from inside it is not, because depths have been stretched.

## Simple case: an isotropic crystal

Let $\varepsilon_t=\varepsilon_n=g$. Try an image charge $-Rq$ at $z=-d$ for the vacuum field, and a charge $Tq$ at the true position $z=d$ for the field in the crystal:

$$\phi_{\rm vac}=\frac{q}{4\pi\varepsilon_0}\left[\frac1{\sqrt{\rho^2+(z-d)^2}}-\frac{R}{\sqrt{\rho^2+(z+d)^2}}\right],$$

$$\phi_{\rm cr}=\frac{q}{4\pi\varepsilon_0}\frac{T}{\sqrt{\rho^2+(z-d)^2}}.$$

Each function obeys its field equation, since the fictitious charges lie outside the region where it is used. At $z=0$ all the square roots are equal, so continuity of $\phi$ requires $1-R=T$. The $z$ derivative of $1/\sqrt{\rho^2+(z\mp d)^2}$ at $z=0$ is $\pm d/(\rho^2+d^2)^{3/2}$, so continuity of normal displacement requires $1+R=gT$. Adding the two conditions gives $2=(1+g)T$, and therefore

$$T=\frac{2}{g+1},\qquad R=1-T=\frac{g-1}{g+1}. \qquad (2)$$

For $g=1$ there is no image. For $g\to\infty$, $R\to1$ and $T\to0$, as for a metal.

## General case, mode by mode

The anisotropic result can be derived without the stretch, by resolving the source into in-plane waves:

$$\frac1{\sqrt{\rho^2+s^2}}=\int_0^\infty J_0(k\rho)\,e^{-ks}\,dk,\qquad s>0. \qquad (3)$$

Both sides are axisymmetric solutions of Laplace's equation in $(\rho,s)$. On the axis the right side is $\int_0^\infty e^{-ks}dk=1/s$, which equals the left side. A regular axisymmetric solution is fixed by its axis values, because its expansion in powers of $\rho^2$ is determined by their derivatives. The two sides therefore agree.

For one wavenumber $k$, $\nabla_t^2$ becomes $-k^2$. In the crystal a dependence $e^{\kappa z}$ must satisfy $-\varepsilon_tk^2+\varepsilon_n\kappa^2=0$. The root that decays for $z\to-\infty$ is $\kappa=\gamma k$. The quantity matched at the surface is then

$$\varepsilon_n\partial_z\phi=\varepsilon_n\gamma k\,\phi=gk\,\phi .$$

The crystal enters the vacuum problem through this ratio, which contains $g$ but not $\gamma$.

Between surface and charge, (3) with $s=d-z$ gives a source mode $e^{-kd}e^{kz}$. Add a reflected mode $-R\,e^{-kd}e^{-kz}$, and take $T e^{-kd}e^{\gamma kz}$ in the crystal. Continuity again gives $1-R=T$ and $1+R=gT$, hence (2). Since $R$ and $T$ do not depend on $k$, (3) sums the modes:

$$\phi_{\rm vac}=\frac{q}{4\pi\varepsilon_0}\left[\frac1{\sqrt{\rho^2+(z-d)^2}}-\frac{g-1}{g+1}\frac1{\sqrt{\rho^2+(z+d)^2}}\right], \qquad (4)$$

$$\phi_{\rm cr}=\frac{q}{4\pi\varepsilon_0}\frac{2}{g+1}\frac1{\sqrt{\rho^2+(d+\gamma|z|)^2}}. \qquad (5)$$

The solution is unique. The difference $w$ of two solutions has no source. Multiplying its field equation by $w$ and integrating by parts over all space gives $\int(\varepsilon_t|\nabla_tw|^2+\varepsilon_n|\partial_zw|^2)\,dV=0$, with unit permittivities in the vacuum. The interface terms cancel by continuity, and the distant surface term vanishes for fields that decay like those of localized charges. Both permittivities are positive, so $w$ is constant, and it is zero because it vanishes at infinity.

**Limit of strong in-plane response.** Let $\varepsilon_t\to\infty$ at fixed $\varepsilon_n$. Then $g\to\infty$ and $R\to1$: in-plane polarization alone produces a metallic image. The potential (5) tends to zero, but it falls over a depth of order $d/\gamma$, which tends to zero at the same rate, as $1/\sqrt{\varepsilon_t}$. The normal field just beneath the surface therefore stays finite, as the next section shows.

**Test on two crystals with the same product.** The anisotropic Poisson equation was solved directly on a grid, without the image formula, for $(\varepsilon_t,\varepsilon_n)=(8,2)$ and $(2,8)$. Both have $g=4$, so (4) predicts an induced potential at the charge of $-R/2=-0.30000$ in units of $q/(4\pi\varepsilon_0d)$. The direct values are $-0.30016$ and $-0.30011$. Within $3d$ of the surface and of the axis, the deviations from (4) and (5) are at most 0.10 %, relative to the induced potential in vacuum and the total potential in the crystal. Swapping the permittivities changes the induced vacuum potential by at most 0.10 % in that region, although $\gamma$ changes from 2 to $1/2$.

## Where the bound charge sits

The image reproduces the vacuum field. It is not an inventory of the surface charge. Differentiating (5), with $|z|=-z$, gives the field just inside:

$$E_z(0^-)=-\partial_z\phi_{\rm cr}=-\frac{q}{4\pi\varepsilon_0}\frac{2\gamma}{g+1}\frac{d}{(\rho^2+d^2)^{3/2}}. \qquad (6)$$

For $q>0$ it points into the crystal. When $\varepsilon_t\to\infty$ at fixed $\varepsilon_n$, $2\gamma/(g+1)\to2/\varepsilon_n$, which is the finite field announced above.

Continuity of displacement gives $E_z(0^+)=\varepsilon_nE_z(0^-)$, so the surface-bound charge density is $\varepsilon_0[E_z(0^+)-E_z(0^-)]=\varepsilon_0(\varepsilon_n-1)E_z(0^-)$. Since $\int_0^\infty2\pi\rho\,d\,(\rho^2+d^2)^{-3/2}d\rho=2\pi$ and $\varepsilon_n\gamma=g$,

$$Q_s=-\frac{q}{2}\,\frac{2\gamma(\varepsilon_n-1)}{g+1}=-q\,\frac{g-\gamma}{g+1}. \qquad (7)$$

This equals the image charge $-Rq$ when $\gamma=1$. Otherwise there is also bound charge in the volume. The displacement is free of divergence there, so $\rho_b=\varepsilon_0\nabla\cdot\mathbf E=-\varepsilon_0\nabla^2\phi$. Using (1) to replace $\nabla_t^2\phi$ by $-(\varepsilon_n/\varepsilon_t)\partial_z^2\phi$,

$$\rho_b=-\varepsilon_0\left(1-\frac{\varepsilon_n}{\varepsilon_t}\right)\partial_z^2\phi_{\rm cr}.$$

On the axis $\partial_z^2\phi_{\rm cr}$ has the sign of $q$. For $\varepsilon_t>\varepsilon_n$ the volume charge beneath $q$ is thus opposite to $q$ and adds to the attraction.

## Force and energy

The induced part of (4) acts on the charge as an image at distance $2d$, so

$$F_z=-\frac{q^2R}{4\pi\varepsilon_0(2d)^2}.$$

The energy is the work done against this force in bringing the charge from infinity:

$$U=-\int_\infty^dF_z(h)\,dh=\frac{q^2R}{16\pi\varepsilon_0}\int_\infty^d\frac{dh}{h^2}=-\frac{q^2}{16\pi\varepsilon_0d}\,\frac{g-1}{g+1}. \qquad (8)$$

So $F=R$ in the opening formula. This is half of $q$ times the induced potential at the charge, because the image forms and moves with the charge.

## Second geometry: a layer on metal

Place a grounded metal at $z=-t$. The mode in the layer must vanish there, so it is proportional to $\sinh[\gamma k(z+t)]$. At the surface the ratio of $\varepsilon_n\partial_z\phi$ to $\phi$ is $gk\coth(\gamma kt)$. Thus $g$ in (2) is replaced by $g\coth(\gamma kt)$, and multiplying numerator and denominator by $\tanh(\gamma kt)$ gives

$$R(k)=\frac{g-\tanh(\gamma kt)}{g+\tanh(\gamma kt)}.$$

The induced potential at the charge is $-(q/4\pi\varepsilon_0)\int_0^\infty R(k)e^{-2kd}dk$. Building up the charge linearly at fixed position supplies the factor one half:

$$U=-\frac{q^2}{8\pi\varepsilon_0}\int_0^\infty R(k)\,e^{-2kd}\,dk. \qquad (9)$$

For $t\to\infty$, $R(k)$ tends to (2) and the integral is $R/(2d)$, which recovers (8). For $t\to0$, $R(k)\to1$, the bare metal. At finite $t$ the vacuum sees an isotropic layer of permittivity $g$ and thickness $\gamma t$; replacing the permittivity alone is not enough. For $\varepsilon_t=7$, $\varepsilon_n=3.5$ and $t=d$, the direct grid solution gives an induced potential of $-0.41491$ in the earlier units, the integral gives $-0.41480$, and a direct solution for the equivalent isotropic layer gives $-0.41489$.

## Use in charged supercells

Equation (8) is the surface term for an isolated charge in the vacuum. It does not apply to a charge inside the crystal, which the surface repels when $g>1$. A periodic calculation also contains replicas, a compensating background and a slab of finite thickness. The stretch still helps. With a charge density $\varrho$ in the crystal, the right side of (1) is $-\varrho/\varepsilon_0$, and dividing by $\gamma$ gives

$$g\,(\nabla_t^2+\partial_{z'}^2)\phi=-\frac{\varrho}{\gamma\varepsilon_0}.$$

A model that accepts an isotropic slab can therefore be given permittivity $g$, slab thickness $\gamma t$, and a cell lengthened by $(\gamma-1)t$, with the vacuum regions unchanged. Any density inside the slab, including the background, is stretched in depth with the slab and divided by $\gamma$, which together preserve its total charge. A background that was uniform in the original cell is then no longer uniform: its density in the slab is $1/\gamma$ times that in the vacuum. The energy must be computed from the full neutral density, background included. A model that spreads the background evenly over the lengthened cell, or that counts only the charge in a potential of zero mean, does not in general give the same energy. This mapping assumes sharp dielectric faces and a normal optic axis.

## Breaking the symmetry: a tilted axis

Tilt the axis by $\theta$ towards $x$, and let the in-plane wavevector make an angle $\alpha$ with $x$. Let $u$ denote its direction. For $e^{iku+\kappa z}$ the field equation is

$$\varepsilon_{zz}\kappa^2+2ik\varepsilon_{uz}\kappa-k^2\varepsilon_{uu}=0.$$

The decaying root is $\kappa=k\,[-i\varepsilon_{uz}+\sqrt{\varepsilon_{zz}\varepsilon_{uu}-\varepsilon_{uz}^2}\,]/\varepsilon_{zz}$. The surface response is $\varepsilon_{zz}\kappa+ik\varepsilon_{uz}=kG$, with $G=\sqrt{\varepsilon_{zz}\varepsilon_{uu}-\varepsilon_{uz}^2}$.

Write $\Delta=\varepsilon_n-\varepsilon_t$, where $\varepsilon_n$ now belongs to the tilted axis. The components are $\varepsilon_{zz}=\varepsilon_t+\Delta\cos^2\theta$, $\varepsilon_{uu}=\varepsilon_t+\Delta\sin^2\theta\cos^2\alpha$ and $\varepsilon_{uz}=\Delta\sin\theta\cos\theta\cos\alpha$. The $\Delta^2$ terms cancel in $G^2$, leaving

$$G^2=\varepsilon_t\left[\varepsilon_t+\Delta(\cos^2\theta+\sin^2\theta\cos^2\alpha)\right]=\varepsilon_t\varepsilon_n\cos^2\alpha+\varepsilon_t\varepsilon_{zz}\sin^2\alpha .$$

The last step uses $\cos^2\theta+\sin^2\theta\cos^2\alpha=\cos^2\alpha+\cos^2\theta\sin^2\alpha$. For $\theta=0$, $G=g$. For a tilted axis with $\varepsilon_t\ne\varepsilon_n$ the reflection depends on direction, and a single point image no longer describes the vacuum field. The energy keeps the form (8), with $R$ replaced by the average of $(G-1)/(G+1)$ over $\alpha$.

## Numbers for a layered insulator

Take one positive elementary charge 2 nm above hexagonal boron nitride, with rough static permittivities $\varepsilon_t=7$ and $\varepsilon_n=3.5$. Then $g=\sqrt{24.5}=4.950$, $\gamma=\sqrt2=1.414$ and $R=3.950/5.950=0.664$. With $e/(4\pi\varepsilon_0)=1.440$ V nm,

$$U=-\frac{1.440\times0.664}{4\times2}\ \text{eV}=-0.120\ \text{eV}\quad(-19.1\ \text{zJ}).$$

The attractive force is $1.440\times0.664/(4\times2^2)=0.060$ eV/nm. From (7) the surface-bound charge is $-0.594e$, smaller in magnitude than the image charge $-0.664e$.

At a point 2 nm deep on the axis, (5) gives $1.440\times(2/5.950)/(2+1.414\times2)=0.100$ V. An isotropic crystal of permittivity $g$ would give 0.121 V, so the replacement fails inside even though it is correct outside.

Using the trace average $(2\varepsilon_t+\varepsilon_n)/3=5.83$ instead of $g$ gives $-0.127$ eV, a binding 6.5 % too strong relative to (8). The sign of this error follows from

$$2\varepsilon_t+\varepsilon_n-3g=(2\sqrt{\varepsilon_t}-\sqrt{\varepsilon_n})(\sqrt{\varepsilon_t}-\sqrt{\varepsilon_n}),$$

which is positive whenever $\varepsilon_t>\varepsilon_n$.

Boron nitride in devices is a thin film with atomic layers, not a continuous half-space. The following changes in binding are relative to 0.120 eV, with one setting changed at a time. A 20 nm film on a metal gate binds 4.2 % more strongly, and thinner films depart further: 14 % at 5 nm and 25 % at 2 nm. Without a substrate the sign reverses, and the binding is 5 % weaker at 20 nm and 17 % weaker at 5 nm. Raising the dielectric edge by 0.17 nm, about half a layer spacing, adds 9.3 %. A charge too fast for the lattice to follow sees the electronic response, roughly 5 in plane and 3 along the axis, and is bound 11 % less. Raising both permittivities by 10 % adds 3.9 %, and older reported values near 7.0 and 5.1 add 7.5 %, while a 5° tilt adds 0.08 %. The placement of the edge and the speed of the charge thus matter more here than the tilt, and for films of a few nanometres the thickness and the substrate matter most. A surface covered by another dielectric is outside this vacuum model.

The normal field just inside, beneath the charge, is 1.7 MV/cm, about 0.17 of a rough breakdown field of 10 MV/cm. This compares a local field with a macroscopic threshold, so it indicates scale and does not predict breakdown. The binding is 4.6 times the thermal energy at 300 K.

The positive charge could also capture an electron from the crystal. For a rough 6 eV barrier lowered by the charge's Coulomb attraction, the free-electron tunnelling exponent is 37. With $10^{15}$ attempts per second and an available final state, the holding time is of order 10 s. It changes tenfold when the exponent changes by 2.3, about 6 % of its value. Even the order of magnitude is uncertain. The valence-band edge may lie deeper than 6 eV below the vacuum level, and a 7 eV barrier gives an exponent of 41 and about $10^3$ s. The neglected image potentials shift the time by a further factor of about four in either direction. The numerical output lists the values used here.

## Table of computed values

```
TESTS (reduced units: length d, potential q/(4 pi eps0 d))
eps_t=8, eps_n=2: induced potential at charge, direct -0.30016, formula -0.30000
  largest deviation: vacuum 0.09 %, crystal 0.10 %
eps_t=2, eps_n=8: induced potential at charge, direct -0.30011, formula -0.30000
  largest deviation: vacuum 0.06 %, crystal 0.05 %
Vacuum change on swapping permittivities: 0.10 %
Layer of thickness d on metal (example permittivities): direct -0.41491, formula -0.41480
  isotropic layer, thickness gamma*d: direct -0.41489
Work integral -0.165963, energy formula -0.165963
EXAMPLE (rough hexagonal boron nitride values)
In-plane permittivity: 7.0; normal: 3.5
Charge: +1 e; height: 2.0 nm
e/(4 pi eps0): 1.43996 V nm
Geometric mean g: 4.9497; stretch gamma: 1.4142
Image charge: -0.6639 e
Surface-bound charge: -0.5942 e
Image energy: -0.1195 eV = -19.14 zJ
Attractive force: 0.0597 eV/nm
Normal field just inside, below charge: 1.711 MV/cm
Potential 2.0 nm deep below charge: 0.1002 V
  same point, isotropic crystal of permittivity g: 0.1210 V
Trace average permittivity: 5.8333
  energy with it: -0.1273 eV (+6.55 %)
NEGLECTED EFFECTS (rough inputs)
20 nm film on metal: -0.1245 eV (+4.23 %)
Dielectric edge raised 0.17 nm: -0.1306 eV (+9.29 %)
Electronic response only (5.0 in plane, 3.0 normal): -0.1061 eV (-11.19 %)
Both permittivities raised 10 %: -0.1241 eV (+3.89 %)
Axis tilt 5 degrees: -0.11959 eV (+0.080 %)
Rough breakdown field: 10 MV/cm; field/breakdown: 0.171
Thermal energy at 300 K: 0.0259 eV; |image energy|/thermal: 4.62
Tunnelling barrier: 6.0 eV; attempts: 1e+15 1/s
  exponent: 36.7; rough holding time: 8.8e+00 s
```
